# Eliashberg equations from the Nambu self-energy and the sign of pairing, part 2

The problem is how a boson and the Coulomb repulsion together determine singlet superconductivity. Units are $\hbar=k_B=1$. Electrons have energies $\xi_k$ from the chemical potential and form the spinor $\Psi_k=(c_{k\uparrow},c^\dagger_{-k\downarrow})^T$, with Pauli matrices $\tau_\rho$ and Green function $G$. The boson has frequency $\Omega$, operator $A_q=b_q+b^\dagger_{-q}$, coupling $g$ and propagator $D<0$; $n_B$ is the Bose function and $\omega_n=(2n+1)\pi T$. Charge vertices carry $\tau_3$, $S_z$ vertices $\tau_0$. Without vertex corrections,

$$\Sigma(k,i\omega_n)=-T\sum_{k'm}|g_{kk'}|^2D(k-k',i\omega_n-i\omega_m)\,\tau_3\,G(k',i\omega_m)\,\tau_3,\qquad G^{-1}=G_0^{-1}-\Sigma .$$

$$\Sigma(k,i\omega_n)=i\omega_n(1-Z)\,\tau_0+\chi\,\tau_3+\phi\,\tau_1+\phi_2\,\tau_2,$$

The phase is chosen so that $\phi_2=0$, and the gap function is $\Delta=\phi/Z$. With $V=-|g|^2D$, $\Theta=\omega^2Z^2+(\xi+\chi)^2+\phi^2$ and primes for $(k',\omega_m)$, the Eliashberg equations are

$$\omega_n(Z-1)=T\sum_{k'm}V\frac{\omega'Z'}{\Theta'},\qquad\chi=-T\sum_{k'm}V\frac{\xi'+\chi'}{\Theta'},\qquad\phi=+T\sum_{k'm}V\frac{\phi'}{\Theta'} .$$

A $\tau_0$ vertex reverses only the $\phi$ equation. A static repulsion $U$ with vertex $\tau_3$ enters as $V\to-U$ and gives

$$\Sigma_U=U\,\frac{\tanh(E'/2T)}{2E'}\,\tau_3h'\tau_3 ,$$

where $h'$ is the quadratic Hamiltonian at $k'$, with eigenvalues $\pm E'$. A spin vertex $M$ takes the pair amplitude $F_{\sigma\sigma'}=\langle c_{k\sigma}c_{-k\sigma'}\rangle$ to $MFM^T$.

The small model ("toy") has the modes $k\uparrow,-k\downarrow,k'\uparrow,-k'\downarrow$, external pair fields and two phonons $\pm q$, with energies in units of $\Omega$. Its occupation is tested against $n_k=1-2T\sum_n(\xi+\chi)/\Theta$.

With $N_F$ the density of states per spin and $\lambda=2N_Fg^2/\Omega$, Migdal's estimate of the first vertex correction, for momentum transfer $q$ and frequency transfer $\nu$ in units $E_F=k_F=1$, is

$$\Gamma_1\approx\lambda\,\frac{\Omega}{q}\,\arctan\frac{2q}{\nu}\,\arctan\frac{\nu}{2\Omega}.$$

It is of order $\lambda\Omega/E_F$ except at very small $q$. The table takes $\nu=\Omega$.

The small model shows all three cases. Its parameters are $T=0.2$, $\xi_{k'}=-0.4$ and pair field $(0.24,\,0.18)$ along $(\tau_1,\tau_2)$, so $E'=0.5$. At $\omega_0=0.62832$ the order-$g^2$ coefficients $(Z-1,\chi,\phi,\phi_2)$ extracted from exact diagonalisation are $(0.480155,\,0.371115,\,0.222669,\,0.167002)$ for the charge vertex, equal to the formulas in all printed digits. The equations predict a common ratio for the last three, and indeed $0.371115/0.4=0.222669/0.24=0.167002/0.18=0.9278$. For the spin vertex the first two numbers are the same and the last two are reversed in sign. For the repulsion the coefficients of $U$ are $(0,\,-0.339313,\,-0.203588,\,-0.152691)$, with common factor $0.339313/0.4=0.8483=\tanh(1.25)$. The loose statement that $\tau_3$ makes phonons attractive therefore has to be read as follows: $\tau_3$ transmits the sign of the density-density interaction to the singlet pair channel, that sign is attractive for phonons because $D<0$, and a $\tau_0$ vertex would reverse it.

For practical use the momentum dependence is reduced. Assume that $Z,\chi,\phi$ do not depend on $k$, that $V$ may be replaced by its average over pairs of Fermi-surface points, and that the density of states per spin is a constant $N_F$ for $-E_1<\xi<E_2$. With $\alpha^2F(\omega)=N_F\langle|g_{kk'}|^2\delta(\omega-\Omega_{k-k'})\rangle$, summed over branches,

$$\lambda(n-m)=N_F\langle V\rangle=\int_0^\infty d\omega\,\frac{2\omega\,\alpha^2F(\omega)}{\omega^2+(\omega_n-\omega_m)^2},$$

and $\lambda\equiv\lambda(0)$. A single Einstein mode gives $\lambda(l)=\lambda\Omega^2/[\Omega^2+(2\pi Tl)^2]$ with $\lambda=2N_Fg^2/\Omega$. The sum over $k'$ becomes $N_F\int d\xi$. With $R_m^2=\omega_m^2Z_m^2+\phi_m^2$ and the variable $\xi+\chi$,

$$I_m=\int\frac{d\xi}{\Theta}=\frac1{R_m}\Big[\arctan\frac{E_2+\chi_m}{R_m}+\arctan\frac{E_1-\chi_m}{R_m}\Big],\qquad J_m=\int\frac{(\xi+\chi)\,d\xi}{\Theta}=\frac12\ln\frac{(E_2+\chi_m)^2+R_m^2}{(E_1-\chi_m)^2+R_m^2},$$

$$\omega_n(Z_n-1)=T\sum_m\lambda(n-m)\,\omega_mZ_mI_m,\quad\chi_n=-T\sum_m\lambda(n-m)J_m,\quad\phi_n=T\sum_m\lambda(n-m)\,\phi_mI_m .$$

For $\lambda=1$, $\Omega=10$ meV, a band from $-50$ to $150$ meV, $T=4$ K, fixed chemical potential and no Coulomb term, the solution at $\omega_0=1.083$ meV is $Z_0=1.783$, $\chi_0=-4.31$ meV, $\phi_0=4.279$ meV and $\Delta_0=4.279/1.783=2.40$ meV with $150$ positive frequencies; keeping more frequencies moves $\chi_0$ to $-4.32$ meV and $\phi_0$ to $4.278$ meV. Here $\lambda\Omega/E_1=0.2$ is not small, so this band illustrates the equations outside the range where Migdal's estimate justifies them. Inserted into the unprojected matrix equation, with numerical inversion of $G^{-1}$ and quadrature over $\xi$, it reproduces itself, both along $\tau_1$ and after a rotation towards $\tau_2$. The shift is negative because more states lie above the Fermi level than below, $J>0$. Its size is bounded: a finite $R_m$ and a negative $\chi_m$ both lower $J_m$ below $\ln(E_2/E_1)$, and $T\sum_m\lambda(n-m)\approx\tfrac12\int d\nu\,\lambda\Omega^2/[\pi(\Omega^2+\nu^2)]=\lambda\Omega/2$ for $T\ll\Omega$, so $|\chi_0|<5\ln3\approx5.5$ meV. The wide-band values at the same temperature are $Z_0=1.936$ and $\Delta_0=2.36$ meV. The narrow band has the smaller $Z_0$, in line with arctangents that add to less than $\pi$. Its $\Delta_0$ is about $1.5\%$ larger than the wide-band value; the reduced $I_m$ weakens both the $Z$ and the $\phi$ equation, and which effect wins is here only an outcome of the computation.

For $E_1=E_2=E$, $\chi=0$ gives $J=0$ and is a solution, and an iteration started from $\chi\neq0$ returns to it. For $E\to\infty$, $I_m=\pi/R_m$ with $R_m=Z_m\sqrt{\omega_m^2+\Delta_m^2}$, and $Z_m$ cancels under the sums. If $E_1$ and $E_2$ grow at a fixed ratio, both arctangents still tend to $\pi/2$, so the $Z$ and $\phi$ equations have the same limit. Then $J$ retains $\ln(E_2/E_1)$, and $\chi$ becomes a shift of the band that is independent of frequency, because $T\sum_m\lambda(n-m)$ does not depend on $n$; it vanishes only in the symmetric case.

The Coulomb repulsion enters the pair equation as $\lambda(n-m)\to\lambda(n-m)-\mu$ with $\mu=N_F\langle U\rangle$. Here $U$ is a screened static interaction, its $\tau_3$ part is taken to be contained in $\xi_k$, and Migdal's argument does not cover its vertex corrections, so $\mu$ is a model parameter. The term has no decay in frequency, and in the wide-band limit its sum would diverge logarithmically; the band edge must be kept. Write $I_m=\pi a_m/R_m$ with $a_m=(2/\pi)\arctan(E/R_m)$. The Coulomb part of $\phi_n$ is a constant,

$$\phi_C=-\mu\,\pi T\sum_ma_m\frac{\Delta_m}{\sqrt{\omega_m^2+\Delta_m^2}} .$$

Choose $\omega_c$ with $\Omega\ll\omega_c\ll E$. For $\omega_n>\omega_c$ the phonon part of $\phi_n$ has a contribution from small $\omega_m$, which falls as $\Omega^2/\omega_n^2$, and one from $\omega_m$ near $\omega_n$, where $\Delta_m$ is nearly constant, so that it equals $(Z_n-1)\Delta_n$ to leading order by the $Z$ equation. Then $Z_n\Delta_n\approx(Z_n-1)\Delta_n+\phi_C$, that is $\Delta_n\approx\phi_C$. Splitting the sum into $S_<$ from $|\omega_m|<\omega_c$ and the rest,

$$\phi_C=-\mu\,(S_<+L\,\phi_C)\quad\Rightarrow\quad\phi_C=-\frac{\mu}{1+\mu L}\,S_<,\qquad L=2\pi T\sum_{\omega_m>\omega_c}\frac2\pi\,\frac{\arctan(E/\omega_m)}{\omega_m}.$$

Replace the sum by an integral over $x=\omega/E$ from $x_c=\omega_c/E$. Below $x=1$ use $\arctan(1/x)=\pi/2-\arctan x$, and above it substitute $y=1/x$, which gives $(2/\pi)\int_0^1\arctan y\,dy/y$. The two arctangent integrals cancel on $(x_c,1)$, and

$$L=\ln\frac{E}{\omega_c}+\frac2\pi\int_0^{x_c}\frac{\arctan x}{x}dx\approx\ln\frac E{\omega_c}+\frac{2\omega_c}{\pi E}.$$

Inside $S_<$ one wants $a_m=1$. The error made is $-2\pi T\sum(1-a_m)\Delta_m/\omega_m\approx-(2/\pi E)\int_0^{\omega_c}\Delta\,d\omega$, and over the range where $\Delta\approx\phi_C$ this is $-(2\omega_c/\pi E)\phi_C$, which cancels the second term of $L$ up to terms of order $(\Omega/E)\ln(E/\Omega)$; the logarithm comes from $Z-1$, which falls only as $\Omega/\omega$. The result is the Coulomb pseudopotential $\mu^*=\mu/[1+\mu\ln(E/\omega_c)]$ and the isotropic wide-band equations

$$Z_n=1+\frac{\pi T}{\omega_n}\sum_m\lambda(n-m)\frac{\omega_m}{\sqrt{\omega_m^2+\Delta_m^2}},\qquad Z_n\Delta_n=\pi T\sum_{|\omega_m|<\omega_c}\big[\lambda(n-m)-\mu^*\big]\frac{\Delta_m}{\sqrt{\omega_m^2+\Delta_m^2}} .$$

The phonon part of the pair sum has been cut at $\omega_c$ as well. For $\omega_n\lesssim\Omega$ the dropped terms amount to $\lambda\phi_C\int_{\omega_c}^\infty\Omega^2\,d\omega/\omega^3=\lambda\phi_C\Omega^2/2\omega_c^2$, which is small for $\Omega\ll\omega_c$. For $\omega_n$ at the edge of the window about half of the term $(Z_n-1)\Delta_n$ is lost, so the values of $\Delta_n$ there carry this error. The value of $\mu^*$ belongs to its cutoff and changes with it as $d\mu^*/d\ln\omega_c=\mu^{*2}$. The form of the BCS gap equation is recovered for $\lambda\ll1$, where $Z\to1$, if $\lambda(n-m)$ is replaced by a constant for $|\omega_n|,|\omega_m|\lesssim\Omega$; the window that had to be assumed is the width of the Lorentzian. The prefactor of $T_c$ is not recovered in this way. Without Coulomb term the exponent is $Z/\lambda\approx(1+\lambda)/\lambda=1/\lambda+1$, so the small difference between $Z$ and one lowers $T_c$ by a factor of about $e$ however weak the coupling is. The frequency dependence of the kernel lowers it further: at weak coupling $\Delta_n$ follows the Lorentzian, the logarithmic sum contains its square, and $\int_\epsilon^\infty dx/[x(1+x^2)^2]\approx\ln(1/\epsilon)-\tfrac12$, so the total reduction relative to a constant kernel cut at $\Omega$ tends to $e^{3/2}\approx4.5$ as $\lambda\to0$.

In the normal state the $Z$ sum can be done. For $n\ge0$ the terms $m\ge0$ have $l=n-m\le n$ and sign $+$, and the terms $m<0$ have $l\ge n+1$ and sign $-$. Since $\lambda(l)$ is even, the terms $l\le-(n+1)$ cancel those with $l\ge n+1$, leaving

$$\omega_nZ_n=\omega_n+\pi T\Big[\lambda(0)+2\sum_{l=1}^n\lambda(l)\Big],$$

which was tested against the direct sum. At $n=0$ it gives $Z_0=1+\lambda$ at any temperature. For $T\ll\Omega$ and an Einstein mode the bracket times $\pi T$ becomes $\tfrac12\int_{-\omega_n}^{\omega_n}\lambda\Omega^2d\nu/(\Omega^2+\nu^2)$, so $Z_n-1=(\lambda\Omega/\omega_n)\arctan(\omega_n/\Omega)$.

At a continuous transition $\Delta\to0$ and the pair equation is linear, $\phi_n=\pi T\sum_mK_{nm}\,\phi_m/(|\omega_m|Z_m)$ with $K_{nm}=\lambda(n-m)-\mu^*$. Multiplying by $r_n=(\pi T/|\omega_n|Z_n)^{1/2}$ and setting $u_n=r_n\phi_n$ gives $u_n=\sum_mr_nK_{nm}r_mu_m$ with a real symmetric matrix, and $T_c$ is the highest temperature at which its largest eigenvalue equals one. With couplings $\lambda_3$ through $\tau_3$ and $\lambda_0$ through $\tau_0$, the $Z$ equation contains $\lambda_3+\lambda_0$ and the kernel $\lambda_3-\lambda_0-\mu^*$. The matrix $\lambda(n-m)$ is positive semidefinite. For each mode it equals $N_Fg^2\int_0^{1/T}e^{i(\omega_n-\omega_m)\tau}C(\tau)\,d\tau$ with $C(\tau)=(1+n_B)e^{-\Omega\tau}+n_Be^{\Omega\tau}>0$, so

$$\sum_{nm}v_n^*\,\lambda(n-m)\,v_m=N_Fg^2\int_0^{1/T}C(\tau)\,\Big|\sum_mv_me^{-i\omega_m\tau}\Big|^2d\tau\ \ge0 .$$

A pure $\tau_0$ boson therefore has no positive eigenvalue at any temperature, even if $\phi_n$ is allowed to change sign with frequency. For $\lambda=1$, $\Omega=10$ meV and $\mu^*=0$ the largest eigenvalue at $0.5$, $2$ and $10$ K is $2.60$, $1.92$ and $1.14$ for the $\tau_3$ vertex. For the $\tau_0$ vertex it is zero within rounding error at $0.5$ K, $-10^{-13}$ at $2$ K and $-1.3\times10^{-3}$ at $10$ K. These values belong to the cutoff of $100$ meV: the largest eigenvalue is at least the diagonal element $-\pi T\lambda/|\omega_n|Z_n$ at the highest frequency kept, so it tends to zero from below as the cutoff grows. The statement holds for the isotropic singlet. A $\phi_k$ that changes sign between regions connected by large $V$ can turn the minus sign into a plus, and a triplet $F$ transforms differently under $MFM^T$.

Eliminating $Z_n$ by multiplying its equation with $\Delta_n$ and subtracting shows how the two roles of a boson compete:

$$\Delta_n=\pi T\sum_m\frac{\big[\lambda_3-\lambda_0-\mu^*\big]\Delta_m-\big[\lambda_3+\lambda_0\big]\Delta_n\,\omega_m/\omega_n}{\sqrt{\omega_m^2+\Delta_m^2}},$$

with arguments $n-m$ understood and the first bracket restricted to $|\omega_m|<\omega_c$. In the term $m=n$ the two $\lambda_3$ pieces cancel and the two $\lambda_0$ pieces add to $-2\lambda_0(0)\Delta_n$. A mode with $\Omega\ll T$ contributes only this term, with $\Gamma\equiv\pi T\lambda(0)=\pi N_Fg^2\,(2T/\Omega)$, and $2T/\Omega$ is the classical $\langle AA^\dagger\rangle$. It is a frozen random field, and $\Gamma$ is the elastic scattering strength in the self-consistent Born approximation. Within the isotropic wide-band equations, static scattering by a potential thus leaves $\Delta_n$ and $T_c$ unchanged, which is Anderson's theorem, while static scattering by a spin field breaks pairs, as in the Abrikosov-Gor'kov theory. Only inelastic processes, $n\ne m$, let a $\tau_3$ boson build a gap.

The worked example takes round parameters: one Einstein mode with $\Omega=10$ meV and $\lambda=1$, a symmetric flat band with $E=1000$ meV, $\mu=0.4$ and $\omega_c=100$ meV. The Migdal parameter is $\lambda\Omega/E=0.010$, so digits beyond the per-cent level describe the equations and not a material. The pseudopotential is $\mu^*=0.4/(1+0.4\times2.3026)=0.4/1.9210=0.2082$. The largest eigenvalue reaches one at $T_c=6.5912$ K, or $6.5912\times0.086173=0.5680$ meV. There $\omega_0=\pi T_c=1.7844$ meV, $\lambda(1)=1/[1+(3.5688/10)^2]=0.8870$, $Z_0=2.0000=1+\lambda$, and $28$ positive frequencies are kept, which places the cutoff at $28\times3.5688=99.93$ meV. Solving the nonlinear equations slightly below $T_c$ and extrapolating $\Delta_0^2$ to zero gives the same $6.5912$ K. The sum $L$ above $99.93$ meV is $2.3668$, against $\ln(1000/99.93)+2\times99.93/1000\pi=2.3669$. The linearised equations for the finite band with the bare $\mu$, solved explicitly up to several times $E$ with only the remaining Coulomb tail eliminated, give $6.64$ K, so the $\mu^*$ result is $0.7\%$ below this reference. The bare $\mu$ cut at $\omega_c$ gives $3.97$ K, $40\%$ below it, and $\mu=0$ gives $13.3$ K. The value $3.97$ K is defined only to about $1\%$, because the number of frequencies below $\omega_c$ changes there from $47$ to $46$ and the largest eigenvalue jumps across one.

At $2$ K, with $92$ positive frequencies, $\omega_0=0.541$ meV, $Z_0=1.9801$, $\phi_0=2.120$ meV and $\Delta_0=2.120/1.9801=1.071$ meV. That $Z_0$ lies below $2$ follows from the $Z$ equation folded onto positive frequencies, $Z_0-(1+\lambda)=\sum_{m\ge0}[\lambda(m)-\lambda(m+1)]\,[\omega_m/\sqrt{\omega_m^2+\Delta_m^2}-1]$, in which the first factor is positive and the second negative. At the last frequency, $99.08$ meV, the normal-state formula gives $Z-1=(10/99.08)\arctan(9.908)=0.148$, matching the computed $Z=1.1484$. The gap function falls to $0.861$ meV at $5.96$ meV and $0.514$ meV at $11.37$ meV, first becomes negative at $23.28$ meV, and is $-0.248$ meV at $33.03$ meV and $-0.483$ meV at $99.08$ meV. The sign change follows from the argument used for $\mu^*$, applied between a few $\Omega$ and $\omega_c$: there the positive phonon contribution from low frequencies falls as $\Omega^2/\omega_n^2$, so $\Delta$ tends towards $\phi_C$, and $\phi_C$ is minus a positive constant times the sum over low frequencies, where $\Delta>0$. The negative tail reduces the sum that the repulsion multiplies, which weakens the effect of an instantaneous repulsion on a retarded attraction; the part of the tail above $\omega_c$ is what turned $\mu$ into $\mu^*$. The ratio $2\Delta_0/T_c=2\times1.0707/0.56799=3.77$ refers to the lowest Matsubara frequency at $2$ K; the spectroscopic gap needs a continuation to real frequency, which is not done here.

Adding a second boson with $\lambda=0.1$ at the same $\Omega$ gives $T_c=8.01$ K for a $\tau_3$ vertex and $3.65$ K for a $\tau_0$ vertex. A crude guide to the asymmetry is the constant-kernel limit without Coulomb term, $1=(\lambda_\phi/Z)\,2\pi T\sum_{0<\omega_m\lesssim\Omega}1/\omega_m\approx(\lambda_\phi/Z)\ln(c\,\Omega/T)$ with $c$ of order one. Its exponent $Z/\lambda_\phi$ moves from $2$ to $2.1/1.1=1.91$ in the first case and to $2.1/0.9=2.33$ in the second. This gives changes of $\ln T_c$ of $+0.09$ and $-0.33$, against $\ln(8.01/6.59)=+0.20$ and $\ln(3.65/6.59)=-0.59$ in the runs with $\mu^*$, so the guide reproduces the signs and the asymmetry but only about half the size of these shifts. The difference comes from the Coulomb term, which the guide omits: with $\mu^*=0$ the equations give $+0.10$ and $-0.35$. An elastic $\tau_3$ term with $\Gamma=2$ meV leaves $T_c$ at $6.5912$ K, while an elastic $\tau_0$ term twenty times smaller, $\Gamma=0.1$ meV, lowers it to $5.70$ K. For the latter, $\omega Z\to\omega Z+\Gamma$ together with the diagonal term $-\Gamma$ in the pair equation turns $1/\omega_mZ$ into $1/(\omega_mZ+2\Gamma)$. In the constant-kernel limit $\ln T_c$ then changes by $-(2\Gamma/Z)\,2\pi T\sum_{m\ge0}\omega_m^{-2}=-\pi\Gamma/2ZT$, a drop of $\pi\Gamma/2Z=0.079$ meV or $0.9$ K for $Z=2$, roughly the size found; the drop is $0.89$ K in this run and about $0.8$ K when the cutoff is held at $100$ meV. These comparison runs keep $28$ frequencies and the same $\mu^*$, so their cutoff scales with temperature, to $99.93\times3.654/6.5912=55$ meV and $99.93\times5.7032/6.5912=86$ meV for the two $\tau_0$ cases and to $121$ meV for the added $\tau_3$ boson. Since the proper $\mu^*$ decreases with decreasing cutoff, the repulsion is somewhat too strong where $T_c$ fell and too weak where it rose, and the shifts are exaggerated. For the $\tau_0$ boson the proper value would be $0.4/[1+0.4\ln(1000/55)]\approx0.185$. The change of $\ln T_c$ per unit $\mu^*$, judged from $13.3$, $6.59$ and $3.97$ K at $\mu^*=0$, $0.208$ and $0.4$, is about $-3$ in the reference model, which would give $3\times0.023\approx7\%$. With the cutoff held at $100$ meV and the same $\mu^*$, the $\tau_0$ boson gives about $4.0$ K, some $9\%$ above $3.65$ K and a drop of $40\%$ instead of $45\%$ from $6.59$ K, and the added $\tau_3$ boson gives about $7.9$ K. The signs and rough sizes of the shifts stand, and the unchanged $T_c$ for elastic $\tau_3$ scattering is not affected. The program and its output are printed below.

## Table of computed values

```
toy (unit Om): T=0.2, xi_k=0.16, Delta_k=(0.12, 0.0), xi_k'=-0.4, Delta_k'=(0.24, 0.18), w0=0.62832
toy Sigma_k(i w0) as [Z-1, chi, phi1, phi2], per g^2 or per U:
  t3 phonon exact   [0.480155 0.371115 0.222669 0.167002]
  t3 phonon formula [0.480155 0.371115 0.222669 0.167002]
  t0 boson  exact   [ 0.480155  0.371115 -0.222669 -0.167002]
  t0 boson  formula [ 0.480155  0.371115 -0.222669 -0.167002]
  t3 repulsion exact   [ 0.       -0.339313 -0.203588 -0.152691]
  t3 repulsion formula [ 0.       -0.339313 -0.203588 -0.152691]
toy g=0.08: n_k' exact 1.67633421, formula 1.67633421
toy residual power of g: bare lines 4.01, exact lines 6.04
Migdal q/kF=1, Om/EF=0.01: Gamma1/lam quadrature 0.007416, estimate 0.007260
Migdal q/kF=1, Om/EF=0.001: Gamma1/lam quadrature 0.000730, estimate 0.000728
Migdal q/kF=1e-06, Om/EF=0.001: Gamma1/lam quadrature 0.927296, estimate 0.927294
band -50..150 meV, 4 K, mu=0: w0=1.0829 meV, Z0=1.7831
  chi0=-4.3141 meV, phi0=4.2785 meV, Delta0=2.3995 meV
wide band, 4 K, mu=0: Z0=1.9355, Delta0=2.3636 meV
model: Om=10.0 meV, lam=1.0, mu=0.4, E=1000.0 meV, wc=100.0 meV, kB=0.086173 meV/K
lam*Om/E=0.010, ln(E/wc)=2.3026, mu*=0.2082
Tc=6.5912 K = 0.56799 meV, positive frequencies kept=28, 2 pi Tc nc=99.93 meV
at Tc: w0=1.7844 meV, lam(1)=0.8870, Z0=2.0000
Tc from vanishing of Delta0^2: 6.5912 K
Coulomb log above 2 pi Tc nc: sum 2.3668, formula 2.3669
Tc full band, bare mu: 6.64 K; Tc(mu*)/Tc(full)=0.993
Tc with bare mu cut at wc: 3.972 K; Tc with mu=0: 13.300 K
extra boson lam=0.1 at Om: t3 vertex Tc=8.014 K, t0 vertex Tc=3.654 K
elastic term: t3 Gamma=2.0 meV Tc=6.5912 K, t0 Gamma=0.1 meV Tc=5.7032 K
top eigenvalue at 0.5 K, mu=0: t3 2.5966, t0 2.3e-16
top eigenvalue at 2.0 K, mu=0: t3 1.9157, t0 -1.1e-13
top eigenvalue at 10.0 K, mu=0: t3 1.1352, t0 -1.3e-03
T=2 K, positive frequencies kept=92
  n=0: w=0.541 meV, Z=1.9801, phi=2.1200 meV, Delta=1.0707 meV
  n=1: w=1.624 meV, Z=1.9731, phi=2.0805 meV, Delta=1.0545 meV
  n=5: w=5.956 meV, Z=1.8904, phi=1.6282 meV, Delta=0.8613 meV
  n=10: w=11.370 meV, Z=1.7425, phi=0.8947 meV, Delta=0.5135 meV
  n=30: w=33.028 meV, Z=1.3864, phi=-0.3436 meV, Delta=-0.2478 meV
  n=91: w=99.084 meV, Z=1.1484, phi=-0.5548 meV, Delta=-0.4831 meV
Delta first negative at w=23.28 meV; 2 Delta(i w0)/kB Tc=3.770
```
